# Longitudinal resistances of a quantum anomalous Hall bar with a domain wall: a numerical check

```python
"""
Quantum anomalous Hall bar with one domain wall: test of
    R_top = (V2-V3)/I = (h/e^2)/p,   R_bottom = (V6-V5)/I = (h/e^2)(1/p-2),
which become 2h/e^2 and 0 for a fully equilibrating wall (p = 1/2).
Contacts: 1 source (left), 4 drain (right), 2 and 3 top, 6 and 5 bottom.
The wall lies between the pairs (2,6) and (3,5).
p = probability that a carrier entering the wall from one domain leaves
    into the other; t = transmission between a contact and its edge channel.
Left domain: clockwise edge. Right domain: counterclockwise edge.
Conductances are in e^2/h and resistances in h/e^2 until printed.
"""
import numpy as np
from scipy.constants import e, h, k as k_B
from scipy.integrate import solve_ivp

R_K = h / e**2

# ---- Lattice strip: number and direction of channels at edges and wall ----
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)
n_sites = 36
domain = np.where(np.arange(n_sites) < n_sites // 2, 1.0, -1.0)
mass = -1.0
hopping = np.zeros((2 * n_sites, 2 * n_sites), complex)
for x in range(n_sites - 1):
    bond = 0.5 * (domain[x] + domain[x + 1])
    block = 0.5 * bond * sz + sx / 2j
    hopping[2*x+2:2*x+4, 2*x:2*x+2] = block
    hopping[2*x:2*x+2, 2*x+2:2*x+4] = block.conj().T
fermi_energy, smearing, n_k = 0.3, 0.05, 600
regions = [slice(0, 18), slice(18, 54), slice(54, 72)]
net_channels = np.zeros(3)
all_channels = 0.0
for k in 2 * np.pi * np.arange(n_k) / n_k:
    onsite = (np.kron(np.eye(n_sites), np.sin(k) * sy)
              + np.kron(np.diag(domain), (mass + np.cos(k)) * sz))
    velocity = (np.kron(np.eye(n_sites), np.cos(k) * sy)
                - np.kron(np.diag(domain), np.sin(k) * sz))
    energies, states = np.linalg.eigh(hopping + onsite)
    weight = np.exp(-0.5 * ((energies - fermi_energy) / smearing)**2)
    weight *= (2 * np.pi / n_k) / (smearing * np.sqrt(2 * np.pi))
    local_velocity = np.real(states.conj() * (velocity @ states))
    for r, region in enumerate(regions):
        net_channels[r] += weight @ local_velocity[region].sum(axis=0)
    all_channels += weight @ np.abs(local_velocity.sum(axis=0))
outer_sign = np.sign(net_channels[0])
assert np.allclose(outer_sign * net_channels, [1, -2, 1], atol=5e-3)
assert abs(all_channels - 4) < 5e-3  # no extra counterpropagating pairs


# ---- Six-terminal network built from the directed edge segments ----
def conductance_matrix(p, t=None):
    """Matrix G in I = G V, found by following carriers along all segments."""
    t = np.ones(6) if t is None else np.asarray(t, float)
    names = ["1to2", "2toW", "Wto6", "6to1", "4to3", "3toW", "Wto5", "5to4"]
    link = {name: i for i, name in enumerate(names)}
    passes = [("6to1", "1to2"), ("1to2", "2toW"), ("4to3", "3toW"),
              ("5to4", "4to3"), ("Wto5", "5to4"), ("Wto6", "6to1")]
    spread = np.zeros((8, 8))
    inject = np.zeros((8, 6))
    collect = np.zeros((6, 8))
    for c, (incoming, outgoing) in enumerate(passes):
        spread[link[outgoing], link[incoming]] = 1 - t[c]
        inject[link[outgoing], c] = t[c]
        collect[c, link[incoming]] = t[c]
    spread[link["Wto6"], link["2toW"]] = 1 - p
    spread[link["Wto6"], link["3toW"]] = p
    spread[link["Wto5"], link["2toW"]] = p
    spread[link["Wto5"], link["3toW"]] = 1 - p
    return np.diag(t) - collect @ np.linalg.solve(np.eye(8) - spread, inject)


def potentials(G):
    """Potentials for unit current from contact 1 to contact 4, with V4 = 0."""
    keep = [0, 1, 2, 4, 5]
    V = np.zeros(6)
    V[keep] = np.linalg.solve(G[np.ix_(keep, keep)], [1, 0, 0, 0, 0])
    return V


def top_bottom(V):
    return np.array([V[1] - V[2], V[5] - V[4]])


for p in (0.1, 0.37, 0.5, 0.9):
    G = conductance_matrix(p)
    assert np.allclose(G.sum(axis=0), 0) and np.allclose(G.sum(axis=1), 0)
    V = potentials(G)
    assert np.allclose(top_bottom(V), [1 / p, 1 / p - 2], atol=1e-11)
    assert np.allclose([V[1] - V[5], V[2] - V[4]], [1, -1], atol=1e-11)

V_ideal = potentials(conductance_matrix(0.5))
ideal = top_bottom(V_ideal)
assert np.allclose(ideal, [2, 0], atol=1e-12)
reversed_bar = top_bottom(potentials(conductance_matrix(0.5).T))
assert np.allclose(reversed_bar, [0, 2], atol=1e-12)

# Imperfect source and drain change only the two-terminal resistance.
t_source, t_drain = 0.8, 0.6
V_poor = potentials(conductance_matrix(0.5, [t_source, 1, 1, t_drain, 1, 1]))
assert np.allclose(top_bottom(V_poor), [2, 0], atol=1e-11)
assert np.isclose(V_poor[0], 2 + (1/t_source - 1) + (1/t_drain - 1))

# ---- Phase-coherent walls with random phases: mean and spread of p ----
rng = np.random.default_rng(7)
n_walls, n_cells, q = 20000, 200, 0.05
amp_left = np.ones(n_walls, complex)
amp_right = np.zeros(n_walls, complex)
for cell in range(1, n_cells + 1):
    amp_right = amp_right * np.exp(2j * np.pi * rng.random(n_walls))
    amp_left, amp_right = (
        np.sqrt(1 - q) * amp_left - np.sqrt(q) * amp_right,
        np.sqrt(q) * amp_left + np.sqrt(1 - q) * amp_right)
    if cell == 5:  # short wall, still far from equal sharing
        mean_short = np.mean(np.abs(amp_right)**2)
        assert abs(mean_short - (1 - (1 - 2*q)**5) / 2) < 0.01
p_coherent = np.abs(amp_right)**2
assert abs(p_coherent.mean() - 0.5) < 0.01  # sampling error about 0.002
quantiles = np.quantile(p_coherent, [0.1, 0.25, 0.5, 0.75, 0.9])
assert np.allclose(quantiles, [0.1, 0.25, 0.5, 0.75, 0.9], atol=0.02)

# ---- Worked example: round parameters ----
width_um, mixing_um = 50.0, 5.0
current = 1e-9
temperature, activation_K = 0.050, 1.0
warm_temperature = 0.200
onset_nA_per_um = 1.0  # rough onset of current-driven breakdown


def wall_crossing(width):
    """Integrate incoherent exchange between the two wall channels."""
    def exchange(y, u):
        flow = (u[0] - u[1]) / (2 * mixing_um)
        return [-flow, flow]
    run = solve_ivp(exchange, (0, width), [1.0, 0.0], method="DOP853",
                    rtol=1e-11, atol=1e-13)
    return run.y[1, -1]


p_wall = wall_crossing(width_um)
finite_wall = top_bottom(potentials(conductance_matrix(p_wall)))
x_wall = np.exp(-width_um / mixing_um)
assert np.isclose(p_wall, (1 - x_wall) / 2, rtol=0, atol=1e-9)
assert np.isclose(finite_wall[1], 2*x_wall/(1 - x_wall), rtol=1e-3)

target = 1e-3
width_needed = mixing_um * np.log(1 + 2 / target)
reached = top_bottom(potentials(conductance_matrix(
    wall_crossing(width_needed))))[1]
assert np.isclose(reached, target, rtol=1e-4)


def with_leakage(T):
    """Join neighbouring contacts by one square of activated bulk film."""
    sigma = np.exp(-activation_K / T)
    G = conductance_matrix(0.5)
    for a, b in [(0, 1), (0, 5), (1, 2), (1, 5), (2, 3), (2, 4),
                 (3, 4), (4, 5)]:
        G[a, a] += sigma
        G[b, b] += sigma
        G[a, b] -= sigma
        G[b, a] -= sigma
    return sigma, top_bottom(potentials(G))


sigma_cold, leak_cold = with_leakage(temperature)
sigma_warm, leak_warm = with_leakage(warm_temperature)
assert np.max(np.abs(leak_cold - ideal)) < 1e-6
assert np.max(np.abs(leak_warm - ideal)) > 1e-3
current_density = current * 1e9 / width_um
assert current_density < 0.1 * onset_nA_per_um

# ---- Printed results ----
print("LATTICE CHECK (sign relative to left outer edge)")
for name, value in zip(("left edge", "wall", "right edge"), net_channels):
    print(f"net channels, {name}: {outer_sign * value:.3f}")
print(f"total number of channels: {all_channels:.3f}")
print("IDEAL EQUILIBRATING WALL")
print(f"h/e^2 = {R_K:.3f} ohm")
print(f"R_top = {ideal[0]:.3f} h/e^2 = {ideal[0]*R_K/1e3:.3f} kohm")
print(f"R_bottom = {abs(ideal[1]):.3f} h/e^2")
print(f"Hall resistance left = {V_ideal[1]-V_ideal[5]:.3f} h/e^2")
print(f"Hall resistance right = {V_ideal[2]-V_ideal[4]:.3f} h/e^2")
print(f"reversed bar: R_top = {abs(reversed_bar[0]):.3f} h/e^2")
print(f"reversed bar: R_bottom = {reversed_bar[1]:.3f} h/e^2")
print("EXAMPLE INPUTS")
print(f"bar width = {width_um:.0f} um")
print(f"mixing length = {mixing_um:.0f} um")
print(f"current = {current*1e9:.1f} nA")
print(f"temperature = {temperature*1e3:.0f} mK")
print(f"activation temperature (rough) = {activation_K:.1f} K")
print("POTENTIALS FOR IDEAL WALL (V4 = 0)")
for c in range(6):
    print(f"V{c+1} = {abs(V_ideal[c])*R_K*current*1e6:.3f} uV")
print("INCOMPLETE EQUILIBRATION")
print(f"exp(-width/mixing length) = {x_wall:.3e}")
print(f"crossing probability p = {p_wall:.6f}")
print(f"R_top - 2h/e^2 = {(finite_wall[0]-2)*R_K:.3f} ohm")
print(f"R_bottom = {finite_wall[1]*R_K:.3f} ohm")
print(f"target R_bottom = {target:.3f} h/e^2")
print(f"width needed for target = {width_needed:.1f} um")
print("COHERENT WALLS, RANDOM PHASES")
print(f"mean p = {p_coherent.mean():.3f}")
print(f"standard deviation of p = {p_coherent.std():.3f}")
print("IMPERFECT CONTACTS")
print(f"source, drain transmission = {t_source:.1f}, {t_drain:.1f}")
print(f"two-terminal resistance = {V_poor[0]:.3f} h/e^2")
print(f"R_top = {top_bottom(V_poor)[0]:.3f} h/e^2")
print("OTHER NEGLECTED EFFECTS")
for T, sigma, leak in ((temperature, sigma_cold, leak_cold),
                       (warm_temperature, sigma_warm, leak_warm)):
    print(f"bulk conductivity at {T*1e3:.0f} mK = {sigma:.2e} e^2/h")
    print(f"  leakage change of R_top = {(leak[0]-2)*R_K:.2e} ohm")
    print(f"  leakage R_bottom = {leak[1]*R_K:.2e} ohm")
print(f"current density = {current_density:.3f} nA/um")
print(f"breakdown onset (rough) = {onset_nA_per_um:.1f} nA/um")
print(f"thermal energy = {k_B*temperature/e*1e6:.2f} ueV")
print(f"activation energy = {k_B*activation_K/e*1e6:.1f} ueV")
print(f"dissipated power = {current**2*V_ideal[0]*R_K*1e15:.1f} fW")
print("finished without a failed check")
```

It prints:

```
LATTICE CHECK (sign relative to left outer edge)
net channels, left edge: 1.000
net channels, wall: -2.000
net channels, right edge: 1.000
total number of channels: 4.000
IDEAL EQUILIBRATING WALL
h/e^2 = 25812.807 ohm
R_top = 2.000 h/e^2 = 51.626 kohm
R_bottom = 0.000 h/e^2
Hall resistance left = 1.000 h/e^2
Hall resistance right = -1.000 h/e^2
reversed bar: R_top = 0.000 h/e^2
reversed bar: R_bottom = 2.000 h/e^2
EXAMPLE INPUTS
bar width = 50 um
mixing length = 5 um
current = 1.0 nA
temperature = 50 mK
activation temperature (rough) = 1.0 K
POTENTIALS FOR IDEAL WALL (V4 = 0)
V1 = 51.626 uV
V2 = 51.626 uV
V3 = 0.000 uV
V4 = 0.000 uV
V5 = 25.813 uV
V6 = 25.813 uV
INCOMPLETE EQUILIBRATION
exp(-width/mixing length) = 4.540e-05
crossing probability p = 0.499977
R_top - 2h/e^2 = 2.344 ohm
R_bottom = 2.344 ohm
target R_bottom = 0.001 h/e^2
width needed for target = 38.0 um
COHERENT WALLS, RANDOM PHASES
mean p = 0.500
standard deviation of p = 0.289
IMPERFECT CONTACTS
source, drain transmission = 0.8, 0.6
two-terminal resistance = 2.917 h/e^2
R_top = 2.000 h/e^2
OTHER NEGLECTED EFFECTS
bulk conductivity at 50 mK = 2.06e-09 e^2/h
  leakage change of R_top = -2.13e-04 ohm
  leakage R_bottom = 2.13e-04 ohm
bulk conductivity at 200 mK = 6.74e-03 e^2/h
  leakage change of R_top = -6.95e+02 ohm
  leakage R_bottom = 6.75e+02 ohm
current density = 0.020 nA/um
breakdown onset (rough) = 1.0 nA/um
thermal energy = 4.31 ueV
activation energy = 86.2 ueV
dissipated power = 51.6 fW
finished without a failed check
```
